# Decay of the Electron–Lattice Temperature Difference in a Closed Cascade Cell

A collision-cascade simulation that treats electrons and lattice as two coupled heat reservoirs needs a stopping rule: after how many picoseconds can the two temperatures be merged and annealing followed with one? For a closed cell with constant heat capacities, the difference between the mean temperatures decays at a single rate, set by the coupling and both heat capacities. This gives a minimum waiting time, although local differences can last longer. The same rate supplies a check on the simulation's energy exchange. It does not, however, give the time for the mean temperatures to meet within a cascade region whose electrons can lose heat to cold surroundings. In the example below, that time is more than ten times longer.

## The energy balances

Let $T_e$ and $T_l$ be the electron and lattice temperatures, and $C_e$ and $C_l$ the corresponding heat capacities per unit volume. Both heat capacities are constant and positive. The coupling $g>0$ is the power per unit volume exchanged per kelvin of temperature difference, and is also constant.

Consider first a uniform body of fixed volume, with no heat source and no heat crossing its boundary. This is what "isolated" means here. The electrons and the lattice are each assumed to have a well-defined temperature, so the clock starts after the ballistic stage of the cascade, when energetic atoms have shared their energy with their neighbours.

The power density passing from lattice to electrons is $g(T_l-T_e)$. It is positive when the lattice is hotter, as after a cascade. The electrons gain this power and the lattice loses it:

$$C_e\frac{dT_e}{dt}=-g(T_e-T_l), \tag{1}$$

$$C_l\frac{dT_l}{dt}=+g(T_e-T_l). \tag{2}$$

The opposite signs express energy conservation: what one reservoir loses, the other gains.

## The decay rate

Define the signed difference

$$D=T_e-T_l, \tag{3}$$

which is negative when the lattice is hotter. Equations (1) and (2) give rates of change of energy. To obtain rates of change of temperature, divide each by its own heat capacity:

$$\frac{dT_e}{dt}=-\frac{g}{C_e}D,\qquad \frac{dT_l}{dt}=+\frac{g}{C_l}D. \tag{4}$$

Subtract the second from the first:

$$\frac{dD}{dt}=-\frac{g}{C_e}D-\frac{g}{C_l}D=-\lambda D, \tag{5}$$

$$\boxed{\lambda=g\left(\frac1{C_e}+\frac1{C_l}\right)}. \tag{6}$$

The two terms add because the temperatures move towards each other. The difference closes at the sum of their speeds.

To integrate (5), multiply $D$ by $e^{\lambda t}$ and differentiate. Since $\lambda$ is constant,

$$\frac{d}{dt}\left(De^{\lambda t}\right)=e^{\lambda t}\left(\frac{dD}{dt}+\lambda D\right)=0. \tag{7}$$

The product therefore keeps its initial value $D(0)$, and

$$D(t)=D(0)e^{-\lambda t}. \tag{8}$$

The sign of $D(0)$ played no part, so hot electrons and a hot lattice relax at the same rate. The decay time is

$$\tau=\frac1\lambda=\frac{C_eC_l}{g(C_e+C_l)}. \tag{9}$$

The combination $C_eC_l/(C_e+C_l)$ is smaller than either heat capacity. If $C_e\ll C_l$, it tends to $C_e$ and $\lambda\to g/C_e$: the electrons do nearly all the moving. If $C_e=C_l=C$, both temperatures move equally fast and $\lambda=2g/C$.

## The temperatures and the heat transferred

Adding (1) and (2) cancels the exchange term:

$$\frac{d}{dt}(C_eT_e+C_lT_l)=0. \tag{10}$$

At late times (8) makes both temperatures equal to a common value $T_\infty$. Equating the conserved sum at the start and at the end gives

$$T_\infty=\frac{C_eT_e(0)+C_lT_l(0)}{C_e+C_l}. \tag{11}$$

At any time the same sum is $C_eT_e+C_lT_l=(C_e+C_l)T_\infty$. Substitute $T_l=T_e-D$:

$$(C_e+C_l)T_e-C_lD=(C_e+C_l)T_\infty.$$

Solving for $T_e$, and then using $T_l=T_e-D$, yields

$$T_e=T_\infty+\frac{C_l}{C_e+C_l}D,\qquad
T_l=T_\infty-\frac{C_e}{C_e+C_l}D. \tag{12}$$

The reservoir with the smaller heat capacity makes the larger excursion.

The heat per unit volume finally given to the electrons is the time integral of the exchanged power. With $T_l-T_e=-D$ and (8),

$$Q=-g\int_0^\infty D(0)e^{-\lambda t}\,dt=-\frac{gD(0)}{\lambda}
=\frac{C_eC_l}{C_e+C_l}\,[T_l(0)-T_e(0)]. \tag{13}$$

The coupling cancels: it determines how quickly the heat moves, not how much moves.

## A cascade is not uniform

A cascade heats a small core, so conduction must be included. Let $k_e$ and $k_l$ be the electron and lattice conductivities, which may vary with position and temperature. Keep $C_e$, $C_l$ and $g$ constant and equal everywhere in the cell. Then

$$C_e\frac{\partial T_e}{\partial t}=\nabla\cdot(k_e\nabla T_e)-gD, \tag{14}$$

$$C_l\frac{\partial T_l}{\partial t}=\nabla\cdot(k_l\nabla T_l)+gD. \tag{15}$$

Denote the average over the cell volume $V$ by a bar. By the divergence theorem,

$$\frac1V\int_V\nabla\cdot(k_e\nabla T_e)\,dV
=\frac1V\oint k_e\nabla T_e\cdot d\mathbf S\equiv-q_e, \tag{16}$$

where $d\mathbf S$ points outward. The heat flux is $-k_e\nabla T_e$, so $q_e$ is the electronic heat leaving the cell per unit time and volume. Define $q_l$ likewise for the lattice. Average (14) and (15), divide by the heat capacities and subtract:

$$\frac{d\bar D}{dt}=-\lambda\bar D-\frac{q_e}{C_e}+\frac{q_l}{C_l}. \tag{17}$$

At an insulating wall the fluxes vanish. In a periodic cell, the flux leaving one face enters through the opposite face, so the net flux is zero. In both cases $q_e=q_l=0$ and

$$\bar D(t)=\bar D(0)e^{-\lambda t}. \tag{18}$$

Conduction redistributes heat within each reservoir without changing that reservoir's mean temperature. The result concerns the mean, not the difference at each point. It also needs constant heat capacities: if $C_e$ varied in space, dividing (14) by it before averaging would leave a conduction term that does not reduce to a wall flux.

## When the electrons can lose heat

Equation (17) also shows what an open boundary does. After a cascade $\bar D<0$, so $-\lambda\bar D$ is positive and drives the difference towards zero. An electronic heat loss $q_e>0$ contributes with the opposite sign. It keeps the electrons colder and slows the decay of the difference.

In the limiting case the electrons are held at a fixed temperature. Their mean energy is then constant, so the heat they receive must leave at once: $q_e=-g\bar D$. With no lattice loss, (17) becomes

$$\frac{d\bar D}{dt}=-\left(\frac g{C_e}+\frac g{C_l}\right)\bar D+\frac g{C_e}\bar D
=-\frac g{C_l}\bar D. \tag{19}$$

The electron term has cancelled. The ratio of the isolated rate to this one is

$$\frac{\lambda}{g/C_l}=1+\frac{C_l}{C_e}, \tag{20}$$

which is large when the electron heat capacity is much smaller than that of the lattice.

## A 10 keV cascade in a closed cell

Take a cubic cell of edge 20 nm, initially at 300 K, in which a cascade has left 10 keV as lattice heat. The parameters are rough values in the regime of nickel: $C_e=0.3$ and $C_l=4.0$ J/(cm³ K), and $g=0.4$ J/(cm³ K ps). The volume is $8\times10^{-18}$ cm³, so the deposited heat density is 200.3 J/cm³. The mean lattice temperature rises by

$$\frac{200.3}{4.0}=50.07\ \text{K}.$$

From (6),

$$\lambda=\frac{0.4}{0.3}+\frac{0.4}{4.0}=1.333+0.100=1.433\ \text{ps}^{-1},$$

or $1.433\times10^{12}$ s⁻¹, and $\tau=0.698$ ps. The lattice term supplies 7.0% of the rate. Equations (8) and (12) give these mean temperatures, with each entry rounded separately:

| $t$ (ps) | $T_e$ (K) | $T_l$ (K) | $T_l-T_e$ (K) |
|---:|---:|---:|---:|
| 0 | 300.0 | 350.1 | 50.1 |
| 0.5 | 323.8 | 348.3 | 24.5 |
| 1.0 | 335.5 | 347.4 | 11.9 |
| 2.0 | 343.9 | 346.8 | 2.8 |

Both approach 346.6 K. The electrons warm by about 47 K while the lattice cools by only 3.5 K, in the inverse ratio of their heat capacities. The energy passed to the electrons follows from (13) and the initial lattice energy:

$$10\,000\ \text{eV}\times\frac{0.3}{4.3}=698\ \text{eV}.$$

For the stopping rule, choose an acceptable mean difference $\delta$. Setting $|\bar D(t)|=\delta$ in (18) and taking logarithms gives

$$t_\delta=\tau\ln\frac{|\bar D(0)|}{\delta}. \tag{21}$$

For $\delta=1$ K this is $0.698\ln(50.07)\approx2.7$ ps. It is a necessary condition for merging the temperatures, not a sufficient one, and it can be a weak one. Local differences can survive much longer: in the next section the central difference is still near 350 K at 2 ps. Also, $|\bar D(0)|$ scales inversely with the cell volume, so the bound shrinks as the cell grows. For an 80 nm edge, $|\bar D(0)|=50.07/64\approx0.8$ K is below $\delta$ from the start. A stopping rule should therefore monitor the largest local difference.

## The mean and the hot core

To examine that difference, (14) and (15) were integrated numerically in an insulated sphere of the same volume, with radius 12.41 nm. The initial lattice temperature was 300 K plus a Gaussian $\exp(-r^2/2s_0^2)$ of width $s_0=3.0$ nm, scaled to the same mean rise of 50.07 K. This put the centre at 1240 K. The conductivities were $k_l=5$ W/(m K) and $k_e=90\,T_e/T_l$ W/(m K).

The mean difference fell to $1/e$ of its initial value in 0.698 ps, as (18) requires. At the times compared, between 0.1 and 4 ps, it departed from the exponential by at most $1.1\times10^{-6}$ of its initial value. The central difference took about 2.0 ps (2.03 ps in the innermost of the 40 shells used).

A simple estimate accounts for the slower core. Electronic heat spreads quickly. Where $T_e=T_l$, the diffusivity is $k_e/C_e=300$ nm²/ps, and the time for a root-mean-square displacement equal to the sphere radius is $12.41^2/(6\times300)=0.086$ ps. At the initial centre, $T_e/T_l=300/1240$ lowers the diffusivity to about 73 nm²/ps, but a displacement equal to the core width still takes only $3.0^2/(6\times73)\approx0.02$ ps. As a rough approximation, therefore, treat the electrons as uniform. The core then loses heat to them at the lattice rate $g/C_l$, while lattice conduction broadens it with diffusivity $\kappa=k_l/C_l=1.25$ nm²/ps.

For the broadening, try $f=s^{-3}\exp(-r^2/2s^2)$, whose volume integral is constant. Differentiation gives

$$\frac{\partial f}{\partial(s^2)}=\frac12\left(\frac{r^2}{s^4}-\frac3{s^2}\right)f=\frac12\nabla^2f.$$

Thus $\partial f/\partial t=\kappa\nabla^2f$ if $s^2=s_0^2+2\kappa t$. Ignoring the wall and the small return of heat from the warmed electrons, the fraction of the central lattice excess left at time $t$ is

$$F(t)=\left(1+\frac{2\kappa t}{s_0^2}\right)^{-3/2}e^{-gt/C_l}. \tag{22}$$

At 2.03 ps the factors are 0.51 and 0.82, so $F\approx0.42$. The initial excess was 940 K, leaving about 392 K. The electrons have meanwhile warmed by about 44 K on average. Using this mean at the centre gives a difference near 350 K, or about 0.37 of its initial value. This is close to the computed fraction $1/e$, but partly because two errors oppose each other: neglecting the heat returned to the core makes the estimated difference too small, while neglecting the extra warmth of the electrons at the centre makes it too large. In this model, lattice conduction reduces the core excess more than electron coupling does over this interval.

Next, the wall of the sphere was held at 300 K for the electrons but kept insulating for the lattice, with all other settings unchanged. The mean difference then took 10.16 ps to fall to $1/e$, instead of 0.698 ps. The fixed-electron limit (19) predicts $C_l/g=10.00$ ps. Raising the electron conductivity a hundredfold, which holds the electrons closer to the wall temperature, gave 10.00 ps.

## Heat capacity that varies with temperature

At low electron temperatures a metal's electronic heat capacity is roughly proportional to $T_e$. In a uniform isolated body, (1)–(5) still hold at each instant with $C_e(T_e)$, since the derivation up to (5) never differentiates $C_e$. Hence

$$\frac{dD}{dt}=-g\left[\frac1{C_e(T_e)}+\frac1{C_l}\right]D. \tag{23}$$

The bracket now changes with time, so the decay is no longer a single exponential. As the electrons warm, their heat capacity rises and the relaxation slows.

For $C_e=0.3\,(T_e/300\ \text{K})$ J/(cm³ K) and the same initial mean temperatures, the $1/e$ time is 0.734 ps, which is 5.3% longer than with constant $C_e$. The correction is small because the electrons warm by less than 50 K. It would grow with the deposited energy density, and this uniform calculation does not include the stronger local heating in the core.

## Reading the result for nickel

The parameters are rough, and the closed-cell time depends strongly on both the coupling and $C_e$. A larger rough value, $g=1.0$ J/(cm³ K ps), shortens $\tau$ to 0.279 ps. Since $\lambda$ is proportional to $g$, any relative error in the coupling passes directly into the rate.

For one cascade in a large crystal, isolation is a poor assumption. The electron spreading time of 0.086 ps is about eight times shorter than $\tau$, so electronic heat can leave the cascade region before the two temperatures equalize. Within the model, a wall held at 300 K for the electrons lengthened the $1/e$ time of the mean difference by a factor of about 15. That wall is an idealization. In a large crystal the surrounding electrons warm over a distance of order $\sqrt{k_e/g}=15$ nm, and lattice heat also leaves the region, so the factor is smaller and depends on the size of the region averaged. A small periodic cell suppresses this loss, so its rapid equalization does not describe the same region inside a large crystal. Enlarging a closed cell does not slow the decay of its overall mean difference, because (18) holds for any size: outside the cascade the electrons become warmer than the lattice, which offsets the hot lattice inside. The slower decay appears in an average over the cascade region, not in the average over the whole cell.

Other omissions are smaller or less certain:

- **Melting.** With a rough latent heat of 2500 J/cm³ and melting at 1700 K, just-melted material holds $2500/(2500+4.0\times1400)=31\%$ of its added heat as latent heat. This is an upper bound within the constant-$C_l$ model, since partly melted or hotter material holds a smaller share. The Gaussian used above starts below melting, but an earlier and narrower core could melt. Later freezing would act as a lattice heat source, which (5) excludes.
- **Defects.** Thirty surviving defect pairs at 6 eV each, both rough figures, would store 180 eV, or 1.8% of the deposited energy.
- **Electron transport.** The kinetic relation between diffusivity, speed and mean free path gives a path of three times the diffusivity divided by the speed. A free-electron-like speed of 1000 nm/ps would give $3\times300/1000=0.9$ nm where $T_e=T_l$, but this is an underestimate for nickel: its $C_e$ is more than ten times the free-electron value and comes mostly from slow d states. Rough speeds of 200 to 400 nm/ps, better matched to that $C_e$, give about 2 to 4.5 nm. The path is then comparable to the core width, so diffusion is at best a rough description of electronic heat flow around the core. Inside the hot core, the smaller $k_e$ of the model implies a shorter path.

The rate (6) is therefore suited to checking the exchange of energy in a closed simulation. With sources off, boundaries closed, and $C_e$, $C_l$ and $g$ constant, a plot of $\ln|\bar D|$ against time should be a straight line of slope $-\lambda$. A thermostat on the boundary atoms makes $q_l$ nonzero in (17) and must be switched off for this comparison.

The time step also affects the slope. If both temperatures are advanced by a step $\Delta t$ using the old value of $\bar D$, (18) is replaced by

$$\bar D_{n+1}=(1-\lambda\Delta t)\bar D_n. \tag{24}$$

The difference decays without changing sign if $\lambda\Delta t<1$. Since $-\ln(1-x)=x+x^2/2+\dots$ for small $x=\lambda\Delta t$, the measured rate exceeds $\lambda$ by a relative amount of about $\lambda\Delta t/2$. For $\Delta t=0.01$ ps in the present example, that is 0.7%. In an atomistic simulation the lattice temperature also fluctuates, which scatters the fitted slope, especially once $|\bar D|$ is small. This scatter can exceed the time-step error, so it should be estimated from repeated runs. A departure well beyond both effects suggests an error in the exchange terms, an unintended heat flow, or coefficients that are not constant. The computed values for the example are collected in the numerical output.

## Numbers as computed

```
Ce = 0.3 J/(cm3 K), Cl = 4.0 J/(cm3 K)
g = 0.4 J/(cm3 K ps)
electron conductivity = 90 W/(m K)
lattice conductivity = 5 W/(m K)
cell edge = 20 nm, start = 300 K
damage energy = 10000 eV
heat per volume = 200.3 J/cm3
mean lattice rise = 50.07 K
electron term g/Ce = 1.3333 1/ps
lattice term g/Cl = 0.1000 1/ps
decay rate = 1.4333 1/ps = 1.433e+12 1/s
decay time = 0.6977 ps
lattice share of rate = 7.0 %
t = 0.0 ps: Te = 300.00 K, Tl = 350.07 K, Tl-Te = 50.07 K
t = 0.5 ps: Te = 323.83 K, Tl = 348.28 K, Tl-Te = 24.45 K
t = 1.0 ps: Te = 335.47 K, Tl = 347.41 K, Tl-Te = 11.94 K
t = 2.0 ps: Te = 343.93 K, Tl = 346.77 K, Tl-Te = 2.85 K
final temperature = 346.57 K
energy passed to electrons = 698 eV
sphere radius = 12.41 nm, core width = 3.0 nm
initial central lattice temperature = 1240 K
closed sphere, mean gap 1/e time = 0.6977 ps
largest deviation from exponential / D(0) = 1.1e-06
closed sphere, central gap 1/e time = 2.03 ps
open sphere, mean gap 1/e time = 10.16 ps
cold-electron limit Cl/g = 10.00 ps
near-pinned electrons, 1/e time = 10.00 ps
Ce proportional to Te: 1/e time = 0.7345 ps
its change from constant Ce = 5.3 %
higher g = 1.0 J/(cm3 K ps): decay time = 0.279 ps
latent heat = 2500 J/cm3, melting at 1700 K
upper bound on share held by melting = 31 %
defect pairs = 30, energy per pair = 6.0 eV
share stored in defects = 1.8 %
electron heat diffusivity = 300 nm2/ps
electron spread time over radius = 0.086 ps
electron speed = 1000 nm/ps
electron mean free path = 0.9 nm
```
